# The hydrogen electron's field at the proton and the EPR doublet: a program that tests the result

```python
"""Contact field of the hydrogen electron at the proton, and the EPR doublet.

Result under test:
    B_contact = (2/3) mu0 (g/2) muB rho(0)      field at the nucleus
    split     = A/(g muB) = 2 B_contact mu_p/mu_e   high-field EPR doublet
rho(0): spin density at the nucleus; g: size of the electron g factor;
mu_e, mu_p: sizes of the electron and proton moments;
A: hyperfine coupling energy in A S.I; lengths in bohr where not in SI.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

pc = const.physical_constants
mu0, h = const.mu_0, const.h
muB = pc["Bohr magneton"][0]
muN = pc["nuclear magneton"][0]
a0 = pc["Bohr radius"][0]
g_e = abs(pc["electron g factor"][0])
g_p = pc["proton g factor"][0]
mu_e = abs(pc["electron mag. mom."][0])
mu_p = pc["proton mag. mom."][0]
mass_ratio = pc["electron-proton mass ratio"][0]
alpha = const.alpha
hartree = pc["Hartree energy"][0]
field_unit = const.hbar / (const.e * a0**2)


def density_1s(r):
    return np.exp(-2 * r) / np.pi


def density_2s(r):
    return (2 - r)**2 * np.exp(-r) / (32 * np.pi)


def gauss(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    half = (upper - lower) / 2
    return lower + half * (x + 1), half * w


# Contact field from the numerical curl of M and the Biot-Savart integral.
# Units mu0 = m = 1; axial symmetry allows evaluation in the plane y = 0.
def biot_savart_at_origin(density):
    r, wr = gauss(0.0, 40.0, 200)
    c, wc = gauss(-1.0, 1.0, 24)
    R, C = np.meshgrid(r, c, indexing="ij")
    x, z = R * np.sqrt(1 - C**2), R * C
    step = 1e-4 * R
    current_y = -(density(np.hypot(x + step, z))
                  - density(np.hypot(x - step, z))) / (2 * step)
    integrand = current_y * x / R**3
    return np.einsum("i,j,ij->", wr * r**2, wc, integrand) * 2*np.pi/(4*np.pi)


for density in (density_1s, density_2s):
    ratio = biot_savart_at_origin(density) / density(0.0)
    assert abs(ratio - 2 / 3) < 1e-5, ratio


# Average field of a uniformly magnetized proton of radius R_n over the 1s
# cloud, from the numerical curl of its vector potential (mu0 = mu_p = 1).
def mean_proton_field(R_n):
    def potential_factor(x, y, z):
        return 1 / (4*np.pi*np.maximum(np.sqrt(x*x + y*y + z*z), R_n)**3)

    r_in, w_in = gauss(0.0, R_n, 40)
    t, wt = gauss(np.log(R_n), np.log(30.0), 80)
    r = np.concatenate([r_in, np.exp(t)])
    wr = np.concatenate([w_in, wt * np.exp(t)])
    c, wc = gauss(-1.0, 1.0, 24)
    R, C = np.meshgrid(r, c, indexing="ij")
    x, z = R * np.sqrt(1 - C**2), R * C
    s = 1e-4 * R
    dx = ((x + s) * potential_factor(x + s, 0, z)
          - (x - s) * potential_factor(x - s, 0, z)) / (2 * s)
    dy = (s * potential_factor(x, s, z)
          + s * potential_factor(x, -s, z)) / (2 * s)
    return 2*np.pi*np.einsum("i,j,ij->", wr * r**2 * density_1s(r), wc, dx + dy)


# The finite-radius error is linear in R_n and is removed by extrapolation.
point_limit = 2 * mean_proton_field(0.005) - mean_proton_field(0.01)
assert abs(point_limit / density_1s(0.0) - 2 / 3) < 3e-4, point_limit


# Densities at the proton from a finite-difference radial Schroedinger equation.
def numerical_densities(reduced_mass):
    step, count = 0.005, 6000
    r = step * np.arange(1, count + 1)
    diagonal = 1 / (reduced_mass * step**2) - 1 / r
    off = np.full(count - 1, -1 / (2 * reduced_mass * step**2))
    _, u = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 1))
    result = []
    for k in range(2):
        radial = u[:, k] / np.sqrt(step * np.sum(u[:, k]**2)) / r
        at_zero = 3 * radial[0] - 3 * radial[1] + radial[2]
        result.append(at_zero**2 / (4 * np.pi))
    return result


reduced = 1 / (1 + mass_ratio)
rho_fixed = 1 / np.pi
rho_1s = reduced**3 / np.pi
rho_2s = rho_1s / 8
# Grid error is of order step^2, well below the 1.6e-3 reduced-mass effect.
for mass, expected in ((1.0, rho_fixed), (reduced, rho_1s)):
    found = numerical_densities(mass)
    assert abs(found[0] / expected - 1) < 2e-4, found
    assert abs(found[1] / (expected / 8) - 1) < 2e-4, found

# Field per unit spin density and the fields in hydrogen.
per_density_g2 = (2 / 3) * mu0 * muB / a0**3
per_density_ge = per_density_g2 * g_e / 2
per_density_au = (4 * np.pi / 3) * alpha**2
assert abs(per_density_au * field_unit / per_density_g2 - 1) < 1e-7
B_fixed_g2 = per_density_g2 * rho_fixed
B_fixed_ge = per_density_ge * rho_fixed
B_1s = per_density_ge * rho_1s
B_2s = per_density_ge * rho_2s


def coupling(rho):
    return (2 / 3) * mu0 * g_e * muB * g_p * muN * rho / a0**3


A_1s, A_fixed, A_2s = coupling(rho_1s), coupling(rho_fixed), coupling(rho_2s)
A_au = (2*np.pi/3) * alpha**2 * g_e * g_p * mass_ratio * rho_1s
assert abs(A_au * hartree / A_1s - 1) < 1e-7
assert abs(2 * (2 * mu_p * B_1s) / A_1s - 1) < 1e-7

# Four-level Hamiltonian in frequency units (Hz).
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
S_dot_I = sum(np.kron(s, s) for s in (sx, sy, sz))
Sz, Iz = np.kron(sz, one), np.kron(one, sz)


def levels(field, A, nuclear):
    H = (g_e * muB * field * Sz - nuclear * g_p * muN * field * Iz
         + A * S_dot_I) / h
    return np.linalg.eigvalsh(H)


zero_field = levels(0.0, A_1s, 1)
assert abs((zero_field[3] - zero_field[0]) * h / A_1s - 1) < 1e-10


def resonance_fields(frequency, A, nuclear):
    centre = h * frequency / (g_e * muB)
    fields = []
    for upper, lower in ((3, 0), (2, 1)):   # proton spin up, then down
        def mismatch(field):
            E = levels(field, A, nuclear)
            return (E[upper] - E[lower]) / frequency - 1
        fields.append(brentq(mismatch, 0.7*centre, 1.3*centre, xtol=1e-13))
    return fields


split_1s = A_1s / (g_e * muB)
split_fixed = A_fixed / (g_e * muB)
split_2s = A_2s / (g_e * muB)
B_proton = (2 / 3) * mu0 * mu_p * rho_1s / a0**3

# High-field doublet from diagonalization against the ratio of moments.
up, down = resonance_fields(500e9, A_1s, 0)
assert abs((down - up) / (2 * B_1s * mu_p / mu_e) - 1) < 1e-5
assert abs((down - up) / (2 * B_proton) - 1) < 1e-5
up2, down2 = resonance_fields(500e9, A_2s, 0)
assert abs((down2 - up2) / split_2s - 1) < 1e-5

# Finite-frequency formula, without and with the nuclear Zeeman term.
nu = 9.5e9
split_formula = split_1s / (1 - (A_1s / (2 * h * nu))**2)
up0, down0 = resonance_fields(nu, A_1s, 0)
assert abs((down0 - up0) / split_formula - 1) < 1e-8
upx, downx = resonance_fields(nu, A_1s, 1)
split_x = downx - upx
assert abs(split_x / split_formula - 1) < 5e-5

# The rounded values claimed, with the conditions under which they hold.
assert round(per_density_g2, 1) == 52.4 and round(B_1s, 1) == 16.7
assert round(B_fixed_g2, 1) == 16.7 and round(B_fixed_ge, 1) == 16.7
assert round(1e3 * split_1s, 1) == 50.7
assert round(1e3 * split_fixed, 1) == 50.8

print(f"Bohr magneton: {muB:.5e} J/T")
print(f"nuclear magneton: {muN:.5e} J/T")
print(f"vacuum permeability: {mu0:.5e} T m/A")
print(f"Bohr radius: {a0:.5e} m")
print(f"fine-structure constant: {alpha:.6e}")
print(f"atomic unit of field: {field_unit:.5e} T")
print(f"electron g factor (size): {g_e:.6f}")
print(f"proton g factor: {g_p:.6f}")
print(f"electron/proton mass ratio: {mass_ratio:.6e}")
print(f"reduced-mass density factor: {reduced**3:.6f}")
print(f"field per density, atomic units: {per_density_au:.5e}")
print(f"field per bohr^-3, g = 2: {per_density_g2:.3f} T")
print(f"field per bohr^-3, free g: {per_density_ge:.3f} T")
print(f"1s density, fixed proton: {rho_fixed:.6f} bohr^-3")
print(f"1s density, reduced mass: {rho_1s:.6f} bohr^-3")
print(f"1s field, fixed proton, g = 2: {B_fixed_g2:.3f} T")
print(f"1s field, fixed proton, free g: {B_fixed_ge:.3f} T")
print(f"1s field, reduced mass, free g: {B_1s:.3f} T")
print(f"A/h, fixed proton: {A_fixed/h/1e6:.2f} MHz")
print(f"A/h, reduced mass: {A_1s/h/1e6:.2f} MHz")
print(f"A/(2h), proton shift frequency: {A_1s/h/2e6:.2f} MHz")
print(f"electron/proton moment ratio: {mu_e/mu_p:.3f}")
print(f"mean proton field at electron: {B_proton*1e3:.3f} mT")
print(f"doublet, fixed proton: {split_fixed*1e3:.3f} mT")
print(f"doublet, reduced mass: {split_1s*1e3:.3f} mT")
print(f"1s field / doublet: {B_1s/split_1s:.2f}")
print(f"microwave frequency: {nu/1e9:.1f} GHz")
print(f"resonance field, proton up: {upx*1e3:.3f} mT")
print(f"resonance field, proton down: {downx*1e3:.3f} mT")
print(f"doublet at this frequency, full: {split_x*1e3:.3f} mT")
print(f"same, closed formula: {split_formula*1e3:.3f} mT")
print(f"2s field: {B_2s:.3f} T")
print(f"2s doublet, high field: {split_2s*1e3:.3f} mT")
print(f"Biot-Savart factor, 1s: {biot_savart_at_origin(density_1s)*np.pi:.6f}")
print(f"shrinking-proton factor, 1s: {point_limit*np.pi:.5f}")
print("finished without a failed check")
```

It prints:

```
Bohr magneton: 9.27401e-24 J/T
nuclear magneton: 5.05078e-27 J/T
vacuum permeability: 1.25664e-06 T m/A
Bohr radius: 5.29177e-11 m
fine-structure constant: 7.297353e-03
atomic unit of field: 2.35052e+05 T
electron g factor (size): 2.002319
proton g factor: 5.585695
electron/proton mass ratio: 5.446170e-04
reduced-mass density factor: 0.998368
field per density, atomic units: 2.23059e-04
field per bohr^-3, g = 2: 52.430 T
field per bohr^-3, free g: 52.491 T
1s density, fixed proton: 0.318310 bohr^-3
1s density, reduced mass: 0.317790 bohr^-3
1s field, fixed proton, g = 2: 16.689 T
1s field, fixed proton, free g: 16.708 T
1s field, reduced mass, free g: 16.681 T
A/h, fixed proton: 1422.81 MHz
A/h, reduced mass: 1420.49 MHz
A/(2h), proton shift frequency: 710.24 MHz
electron/proton moment ratio: 658.211
mean proton field at electron: 25.343 mT
doublet, fixed proton: 50.769 mT
doublet, reduced mass: 50.686 mT
1s field / doublet: 329.11
microwave frequency: 9.5 GHz
resonance field, proton up: 311.596 mT
resonance field, proton down: 362.567 mT
doublet at this frequency, full: 50.971 mT
same, closed formula: 50.971 mT
2s field: 2.085 T
2s doublet, high field: 6.336 mT
Biot-Savart factor, 1s: 0.666667
shrinking-proton factor, 1s: 0.66663
finished without a failed check
```
